**Closure cancellation of the Friar term in muonic deuterium: zero-range and Yamaguchi models**

At order $\alpha^5$, with a nonrelativistic muon and Coulomb exchange only, the part of the inelastic two-photon shift that is independent of the excitation energy $\omega$ equals minus the elastic Friar shift for point nucleons, while the dipole term $L_0$, the higher terms $L_2, L_3$ and small nucleon-size moments survive. Each shift is $m\varphi^2L$, where $m$ is the muon-deuteron reduced mass, $\varphi^2$ the density at the origin and $L$ a volume; $M$ is the nucleon mass, $B=\gamma^2/M$ the binding energy, $s=2M/m$, $F$ the elastic form factor and $\beta$ the Yamaguchi range parameter. The program asserts the closed form and series of the muon kernel, the Friar coefficient against a Schrödinger solution for a smeared charge, the closure sums and the closed resolvent against explicit sums over scattering or diagonalized states, and the Friar and nucleon-size moments in coordinate against momentum space. It also asserts that the inelastic term minus $L_0$ and $L_2$ reproduces minus the elastic term at small $m/M$, that the zero-range series in half-odd powers of $s$ equals the integral at the physical mass and at $m=M$, and that the nonlocal term $L_3$ from its sum rule matches a mass extrapolation at $\beta=2\gamma$. For the 2S level the output gives elastic $-1.96\times10^{-4}$ eV and total $-1.158\times10^{-3}$ eV in zero range, and elastic $-3.46\times10^{-4}$ eV and total $-1.908\times10^{-3}$ eV for $\beta=6\gamma$, the totals lying within 2% of the dipole term. With dipole nucleon form factors and a round neutron radius the leftover is about 6% and 2.5% of the elastic shift in the two models.

## Verification by program

```python
# Muonic deuterium, order alpha^5, nonrelativistic Coulomb two-photon exchange.
# Result under test: the excitation-energy-independent part of the inelastic term equals minus
# the elastic Friar term (closure); dipole term, higher terms and nucleon-size moments survive.
# Shift dE = m*phi^2*L (atomic units), L a volume; m muon-deuteron reduced mass, M nucleon mass,
# gamma^2 = M*B, R = r/2 proton position, Q = q/2, mu = m/M, s = 2/mu, omega excitation energy,
# kappa = sqrt(2 m omega), F elastic form factor.  Internal units gamma = M = hbar = 1.
# beta = None: zero-range model; otherwise Yamaguchi V = -lam|g><g|, g = 1/(p^2+beta^2).
import numpy as np, mpmath as mp, sympy as sp
from scipy import constants as sc
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
mp.mp.dps = 50
pi = np.pi

def panels(edges, n):
    x, w = np.polynomial.legendre.leggauss(n)
    e = np.asarray(edges, float); a = e[:-1, None]; h = np.diff(e)[:, None]/2
    return (a + h*(x + 1)).ravel(), (h*w).ravel()
def doubling(lo, hi): return [0.0] + [2.0**k for k in range(lo, hi + 1)]
q1, w1 = panels(doubling(-8, 9), 10); tt, wt = panels([0, 1], 12)
QG = [(mp.mpf(a), mp.mpf(b)) for a, b in zip(np.r_[q1, 512/tt], np.r_[w1, 512*wt/tt**2])]
def qint(f): return mp.fsum(w*f(q) for q, w in QG)
def close(a, b, tol): assert abs(a - b) <= tol*abs(b), (a, b)
p, wp = panels(doubling(-1, 11), 16); mes = 4*pi*p**2*wp; sw = np.sqrt(mes)
xa, wa = np.polynomial.legendre.leggauss(64)

# muon kernel: quadrature against closed form, and its series
qk, wk = panels(np.arange(201), 12)
for kap, d in ((0.7, 1.0), (1.5, 2.5)):
    num = (np.sum(wk*(np.sinc(qk*d/pi) - 1)/(qk**2*(qk**2 + kap**2))) - 1/(3*200.0**3))/(2*pi**2)
    close(num, (np.exp(-kap*d) - 1 - (kap*d)**2/2)/(4*pi*kap**4*d) + 1/(4*pi*kap**3), 1e-6)
ks, ds = sp.symbols('k d', positive=True)
ser = sp.series(sp.exp(-ks*ds), ds, 0, 7).removeO()
assert sp.expand((ser - 1 - ks**2*ds**2/2)/(ks**4*ds)
                 - (-1/ks**3 - ds**2/(6*ks) + ds**3/24 - ks*ds**4/120 + ks**2*ds**5/720)) == 0

# Friar coefficient from the 1S Schroedinger equation, V = -(1-exp(-a r))/r, unit mass
def mismatch(dn, a, x0=36.0):
    nu = 1 + dn
    rhs = lambda x, y: [y[1], 2*((np.expm1(-x)/x if x > 0 else -1.0)/a + 0.5/(nu*a)**2)*y[0]]
    u, du = solve_ivp(rhs, [0, x0], [0.0, 1.0], method='DOP853', rtol=1e-13, atol=1e-15).y[:, -1]
    with mp.workdps(25):
        n = 1 + mp.mpf(dn); z = 2*x0/(a*n); W = mp.whitw(n, 0.5, z)
        dW = ((z/2 - n)*W - mp.whitw(n + 1, 0.5, z))/z
        return float(du*W - u*dW*2/(a*n))
avals = np.array([400.0, 800.0, 1600.0]); ys = []
for a in avals:
    dn = brentq(mismatch, 1e-9, 1e-3, args=(a,), xtol=1e-15)
    ys.append((dn*(2 + dn)/(2*(1 + dn)**2) - 4/a**2)*a**3)
ode_coef = np.linalg.solve(np.c_[np.ones(3), np.log(avals)/avals, 1/avals], ys)[0]
friar_coef = float(-16/mp.pi*qint(lambda q: ((1 + q*q)**-2 - 1 + 2*q*q)/q**4))
close(ode_coef, friar_coef, 1e-2)   # limited by the unfitted log(a)/a^2 terms

K = lambda a, b, Q: 2*mp.pi**2*mp.atan(Q/(a + b))/Q
K2 = lambda a, b, Q: mp.pi**2/(a*((a + b)**2 + Q*Q))
class Model:
    def __init__(s, beta):
        s.zr = beta is None; t = sp.symbols('t')
        if s.zr:
            s.R2 = mp.mpf(1)/8; f = 1/(sp.pi*(t + 1)); s.u2 = lambda r: 2*np.exp(-2*r)
        else:
            b = s.b = mp.mpf(beta); s.C = 1/(mp.pi*mp.sqrt(1 + 1/b - 4/(1 + b)))
            c2 = 1/(mp.mpf(1)/2 + 1/(2*b) - 2/(1 + b)); s.lam = b*(b + 1)**2/mp.pi**2
            s.R2 = c2*(mp.mpf(1)/4 - 4/(1 + b)**3 + 2/(2*b)**3)/4
            f = sp.Float(float(s.C*(b*b - 1)), 17)/((t + 1)*(t + beta**2))
            s.u2 = lambda r: float(c2)*(np.exp(-r) - np.exp(-beta*r))**2
            gv = sw/(p**2 + beta**2)
            ev, s.vec = np.linalg.eigh(np.diag(p**2) - float(s.lam)*np.outer(gv, gv))
            close(ev[0], -1.0, 1e-6); s.om = ev[1:] - ev[0]
        lap = 4*t*f.diff(t, 2) + 6*f.diff(t)
        s.psi, f1, f2, lp, lp1 = [sp.lambdify(t, e, 'numpy') for e in
                                  (f, f.diff(t), f.diff(t, 2), lap, lap.diff(t))]
        T = p**2; rt = np.sqrt(T + 1); c = 1 - 1j*p
        s.dip = np.sum(mes*T*f1(T)**2/rt)
        if s.zr: mono = np.sum(wp*rt*(4/pi)*(np.imag(-2/c**2)/abs(c)/4)**2)
        else: mono = np.sum(np.sqrt(s.om)*(s.vec.T @ (sw*lp(T)/4))[1:]**2)
        quad = np.sum(mes*rt*(2/3)*(T*f2(T))**2); cross = np.sum(mes*rt*(-T*lp1(T)*f1(T)/4))
        s.s4 = 10/3*mono + 4*quad - 8*cross
        s.Lel = -16*qint(lambda q: (s.F(q/2)**2 - 1 + q*q*s.R2/3)/q**4)
    def F(s, Q):
        if s.zr: return 2*mp.atan(Q/2)/Q
        return s.C**2*(K(1, 1, Q) - 2*K(1, s.b, Q) + K(s.b, s.b, Q))
    def res(s, q, mu):   # <chi|(H+B+q^2/2m)^-1|chi>, chi = exp(iqR)|0>
        Q = q/2; z = mp.sqrt(1 + q*q/(2*mu))
        if s.zr: return 1/((1 + z)**2 + Q*Q) + 2*mp.atan(Q/(1 + z))**2/(Q*Q*(z - 1))
        b = s.b; kg, kb = K(1, z, Q), K(b, z, Q)
        A = s.C*(K(1, b, Q) - kg - K(b, b, Q) + kb)/(z*z - b*b)
        return (s.C**2*(K2(1, z, Q) + K2(b, z, Q) - 2*(kg - kb)/(b*b - 1))
                + A*A*b/(mp.pi**2*(1/(b + 1)**2 - 1/(b + z)**2)))
    def Lin(s, mu):
        mu = mp.mpf(mu)
        return -8/mu*qint(lambda q: (s.res(q, mu) - 2*mu*s.F(q/2)**2/q**2)/q**2)
    def L0(s, mu): return -8*pi/3*s.dip/np.sqrt(2*mu)
    def L2(s, mu): return pi/15*np.sqrt(2*mu)*s.s4
    def L3(s, mu):
        b = s.b
        h = [2*mp.pi**2*s.C*(-1)**k/(2*k + 1)*((1 + b)**-(2*k + 1) - (2*b)**-(2*k + 1)) for k in range(3)]
        sub = lambda Q: ((s.C*(K(1, b, Q) - K(b, b, Q)))**2 - h[0]**2 - 2*h[0]*h[1]*Q*Q
                         - (h[1]**2 + 2*h[0]*h[2])*Q**4)
        return float(-32*mu*s.lam*qint(lambda q: sub(q/2)/q**6))
    def explicit(s, Q, mu, gp, gn):   # sums over excited states: weight 1 and weight 1/(omega+q^2/2m)
        t0 = (p**2 + Q*Q)[:, None]; cx = 2*Q*p[:, None]*xa; eps = 2*Q*Q/mu
        amp = gp*s.psi(t0 - cx) + gn*s.psi(t0 + cx); av = amp @ wa/2
        hi = mes*(((amp - av[:, None])**2) @ wa/2)   # L >= 1, free waves
        if s.zr:   # true S waves sin(pr+delta), p cot(delta) = -gamma
            c = 1 - 1j*p; om = p**2 + 1
            sq = wp*(4/pi)*((gp + gn)*np.imag(-c/abs(c)*np.arctan(Q/c)/Q))**2
        else: sq = (s.vec.T @ (sw*av))[1:]**2; om = s.om
        return hi.sum() + sq.sum(), np.sum(hi/(p**2 + 1 + eps)) + np.sum(sq/(om + eps))
    def friar_coord(s):
        R, wR = panels(doubling(-8, 5), 12); t, w = panels(doubling(-8, 0), 12)
        inner = (2*s.u2(2*np.outer(R, t))*(1 + 2*t**2 + t**4/5)) @ w
        return 2*np.sum(wR*R**4*2*s.u2(2*R)*inner)
    def size(s, rp2, rn2):
        Lm = np.sqrt(12/rp2); L2m = mp.mpf(12)/rp2
        G = lambda q: (1 + q*q/L2m)**-2; n = lambda q: -rn2*q*q/6; rs = mp.mpf(rp2) + rn2
        el = 48/mp.pi*qint(lambda q: ((G(q)*(1 + n(q))*s.F(q/2))**2 - 1 + q*q*(s.R2 + rs)/3)/q**4)
        left = 48/mp.pi*qint(lambda q: (G(q)**2*(1 + n(q)**2 + 2*n(q)*s.F(q)) - 1 + q*q*rs/3)/q**4)
        x, wx = panels(np.arange(0, 61, 3), 10); y = x/Lm
        W = wx*x**2*np.exp(-x)*(3 + 3*x + x*x)/48
        t, w = panels([0, 0.25, 1], 24); dd, wd = panels(doubling(-8, 6), 12)
        Y = y[:, None]; r1 = Y*t; r2 = Y + dd
        dist = ((s.u2(r1)*(Y + r1**2/(3*Y))) @ w)*y + (s.u2(r2)*(r2 + Y**2/(3*r2))) @ wd
        pp, nn, pn = np.sum(W*y**3), 24*(rn2/6)**2*np.sum(W/y), 4*rn2*np.sum(W*dist)
        close(pp, 157.5/Lm**3, 1e-9); close(nn, 7.5*Lm*(rn2/6)**2, 1e-9)
        close(float(left), pp + nn + pn, 1e-6)
        return float(el), pp, nn, pn, 4*rn2*np.sum(wd*dd*s.u2(dd))

def Jk(k):
    b = sum(sp.Rational(1, 2*j + 1) for j in range(k + 1))/(k + 1)
    I = lambda n, co: sum(sp.Rational(c, n + 2*i + 1) for i, c in enumerate(co))
    return (I(2*k - 2, [1, -1, -1, 1]) + b*I(2*k - 4, [1, -2, 0, 2, -1]))/8
def series(mu, kmax):
    s = 2/mu
    return -32/105*s**0.5 - 2*sum((-1)**k*float(Jk(k))*s**(1.5 - k) for k in range(2, kmax + 1))

pc = sc.physical_constants
mass = lambda n: pc[n + ' mass energy equivalent in MeV'][0]*1e6
M = (mass('proton') + mass('neutron'))/2; B = 2*M - mass('deuteron')
m = mass('muon')*2*M/(mass('muon') + 2*M); mu = m/M
ig = sc.hbar*sc.c/sc.e*1e10/np.sqrt(M*B)
pref = pc['Hartree energy in eV'][0]*(m/mass('electron'))**4/(8*pi)/(pc['Bohr radius'][0]*1e10)**3
rp = pc['proton rms charge radius'][0]*1e10; rn2 = -1.0e-11; E = pref*ig**3
ZR, YA, Y2 = Model(None), Model(6), Model(2)

for mod in (ZR, YA, Y2):
    for Q in (0.3, 1.0, 3.0):
        Fq, F2q = float(mod.F(mp.mpf(Q))), float(mod.F(mp.mpf(2*Q)))
        S, Rin = mod.explicit(Q, mu, 1.0, 0.0)
        close(S, 1 - Fq**2, 1e-6)
        close(Rin, float(mod.res(mp.mpf(2*Q), mp.mpf(mu))) - mu*Fq**2/(2*Q*Q), 2e-6)
        close(mod.explicit(Q, mu, 0.9, 0.3)[0], 0.9 + 0.54*F2q - 1.44*Fq**2, 1e-6)
    close(float(mod.Lel), -pi/3*mod.friar_coord(), 1e-8)
    small = 1e-3   # inelastic minus dipole minus L2 must tend to minus the elastic term
    close(float(mod.Lin(small)) - mod.L0(small) - mod.L2(small), -float(mod.Lel), 2e-4)
close(ZR.friar_coord(), 3*(3 + 4*np.log(2))/80, 1e-9)
assert Jk(2) == sp.Rational(128, 2835)
close(ZR.L0(mu), -32/105*np.sqrt(2/mu), 1e-9); close(ZR.L2(mu), -2*float(Jk(2))*np.sqrt(mu/2), 1e-8)
close(float(ZR.Lin(mu) + ZR.Lel), series(mu, 16), 1e-10)
close(float(ZR.Lin(1.0) + ZR.Lel), series(1.0, 50), 1e-10)
mus = np.array([1e-3, 4e-3, 1.6e-2])
rem = [(float(Y2.Lin(x) + Y2.Lel) - Y2.L0(x) - Y2.L2(x))/x for x in mus]
l3_fit = np.polyfit(np.sqrt(mus), rem, 2)[-1]; l3_sum = Y2.L3(1.0)
close(l3_fit, l3_sum, 2e-3)

print(f"M = {M:.6e} eV, m_mu = {mass('muon'):.6e} eV")
print(f"m = {m:.6e} eV, B = {B:.6e} eV")
print(f"m/M = {mu:.6f}, s = 2M/m = {2/mu:.4f}, sqrt(s) = {np.sqrt(2/mu):.4f}")
print(f"1/gamma = {ig:.5e} A, 1/beta (beta = 6 gamma) = {ig/6:.5e} A")
print(f"m phi^2 (2S) = {pref:.5e} eV/A^3, m phi^2/gamma^3 = {E:.5e} eV")
print(f"r_p = {rp:.4e} A, 1/Lambda = {rp/np.sqrt(12):.4e} A, <r_n^2> = {rn2:.1e} A^2")
print(f"smeared-charge 1S a^-3 coefficient: ODE {ode_coef:.3f}, formula {friar_coef:.3f} (a.u.)")
print(f"closure, zero range, Q = gamma: sum {ZR.explicit(1.0, mu, 1, 0)[0]:.8f}, "
      f"1-F^2 {1 - float(ZR.F(mp.mpf(1)))**2:.8f}")
print(f"J2 = {float(Jk(2)):.6f}, J3 = {float(Jk(3)):.6f}, J4 = {float(Jk(4)):.6f}")
print(f"zero-range series total = {E*series(mu, 16):.5e} eV")
print(f"zero-range k=3 term = {E*2*float(Jk(3))*(2/mu)**-1.5:.4e} eV")
print(f"beta = 2 gamma, gamma^3 L3/(m/M): extrapolated {l3_fit:.5f}, sum rule {l3_sum:.5f}")
for name, mod in (("zero range", ZR), ("Yamaguchi beta = 6 gamma", YA)):
    el, inel = float(mod.Lel), float(mod.Lin(mu)); l0, l2 = mod.L0(mu), mod.L2(mu)
    print(f"--- {name}, 2S, point nucleons")
    print(f"point radius = {ig*float(mp.sqrt(mod.R2)):.4e} A")
    print(f"Friar moment = {-3*el/pi*ig**3:.4e} A^3 (times gamma^3: {-3*el/pi:.5f})")
    print(f"elastic = {E*el:.5e} eV")
    print(f"inelastic = {E*inel:.5e} eV")
    print(f"total = {E*(el + inel):.5e} eV = {1e3*E*(el + inel):.4f} meV")
    print(f"dipole L0 term = {E*l0:.5e} eV")
    print(f"inelastic - L0 = {E*(inel - l0):.5e} eV, ratio to -elastic = {(inel - l0)/-el:.4f}")
    print(f"L2 term = {E*l2:.4e} eV")
    print(f"total - L0 - L2 = {E*(el + inel - l0 - l2):.4e} eV")
    if not mod.zr: print(f"nonlocal L3 term = {E*mod.L3(mu):.4e} eV")
    print(f"elastic/L0 = {el/l0:.4f}, total/L0 = {(el + inel)/l0:.4f}")
    mel, pp, nn, pn, pn0 = mod.size(rp**2/ig**2, rn2/ig**2); left = pp + nn + pn; v = ig**3
    print("extended nucleons:")
    print(f"deuteron Friar moment = {mel*v:.4e} A^3, elastic = {-pi/3*E*mel:.4e} eV")
    print(f"pp = {pp*v:.4e} A^3, nn = {nn*v:.4e} A^3")
    print(f"pn = {pn*v:.4e} A^3, 4<r_n^2><r> = {pn0*v:.4e} A^3")
    print(f"leftover = {left*v:.4e} A^3, energy = {-pi/3*E*left:.4e} eV")
    print(f"leftover/elastic = {left/mel:.4f}")
    assert abs(left/mel) < 0.1 and abs((inel - l0)/-el - 1) < 0.2 and abs(l0) > 3*abs(el)
print("all tests passed")
```

It prints:

```
M = 9.389188e+08 eV, m_mu = 1.056584e+08 eV
m = 1.000301e+08 eV, B = 2.224566e+06 eV
m/M = 0.106538, s = 2M/m = 18.7727, sqrt(s) = 4.3328
1/gamma = 4.31767e-05 A, 1/beta (beta = 6 gamma) = 7.19612e-06 A
m phi^2 (2S) = 1.07288e+10 eV/A^3, m phi^2/gamma^3 = 8.63573e-04 eV
r_p = 8.4075e-06 A, 1/Lambda = 2.4270e-06 A, <r_n^2> = -1.0e-11 A^2
smeared-charge 1S a^-3 coefficient: ODE -19.999, formula -20.000 (a.u.)
closure, zero range, Q = gamma: sum 0.14012358, 1-F^2 0.14012358
J2 = 0.045150, J3 = 0.008004, J4 = 0.003077
zero-range series total = -1.15814e-03 eV
zero-range k=3 term = 1.6996e-07 eV
beta = 2 gamma, gamma^3 L3/(m/M): extrapolated 0.03660, sum rule 0.03660
--- zero range, 2S, point nucleons
point radius = 1.5265e-05 A
Friar moment = 1.7424e-14 A^3 (times gamma^3: 0.21647)
elastic = -1.95763e-04 eV
inelastic = -9.62381e-04 eV
total = -1.15814e-03 eV = -1.1581 meV
dipole L0 term = -1.14031e-03 eV
inelastic - L0 = 1.77931e-04 eV, ratio to -elastic = 0.9089
L2 term = -1.7998e-05 eV
total - L0 - L2 = 1.6657e-07 eV
elastic/L0 = 0.1717, total/L0 = 1.0156
extended nucleons:
deuteron Friar moment = 2.2155e-14 A^3, elastic = -2.4891e-04 eV
pp = 2.2517e-15 A^3, nn = 8.5839e-18 A^3
pn = -1.0219e-15 A^3, 4<r_n^2><r> = -8.6353e-16 A^3
leftover = 1.2384e-15 A^3, energy = -1.3913e-05 eV
leftover/elastic = 0.0559
--- Yamaguchi beta = 6 gamma, 2S, point nucleons
point radius = 1.9366e-05 A
Friar moment = 3.0791e-14 A^3 (times gamma^3: 0.38254)
elastic = -3.45946e-04 eV
inelastic = -1.56194e-03 eV
total = -1.90789e-03 eV = -1.9079 meV
dipole L0 term = -1.87471e-03 eV
inelastic - L0 = 3.12769e-04 eV, ratio to -elastic = 0.9041
L2 term = -3.3582e-05 eV
total - L0 - L2 = 4.0561e-07 eV
nonlocal L3 term = 7.7072e-08 eV
elastic/L0 = 0.1845, total/L0 = 1.0177
extended nucleons:
deuteron Friar moment = 3.6871e-14 A^3, elastic = -4.1425e-04 eV
pp = 2.2517e-15 A^3, nn = 8.5839e-18 A^3
pn = -1.3469e-15 A^3, 4<r_n^2><r> = -1.2542e-15 A^3
leftover = 9.1338e-16 A^3, energy = -1.0262e-05 eV
leftover/elastic = 0.0248
all tests passed
```
